# Finite-q loss function from a Liouville-Lanczos chain without empty states

For a crystal with a gap, the loss function at wavevector \(q\) can be written as one continued fraction:

\[
-\mathrm{Im}\,\varepsilon^{-1}(q,\omega)=-v(q)\,S_1\,\mathrm{Im}\frac{g(z)}{z},\qquad
g(z)=\cfrac{1}{z-\cfrac{b_1^2}{z-\cfrac{b_2^2}{z-\cdots}}},\qquad z=\omega+i\eta .
\]

Here \(S_1=nq^2\) in a complete basis, with \(n\) the electron density. The positive numbers \(b_j\) come from a recursion that uses occupied orbitals and applications of the Hamiltonian, and they serve all frequencies and all broadenings \(\eta\). If the excitation energies fill one interval \([E_-,E_+]\) and the \(b_j\) settle into a pattern of period two, that pattern is

\[
b_{\rm odd}\to\tfrac12(E_++E_-),\qquad b_{\rm even}\to\tfrac12(E_+-E_-).
\]

A chain cut after \(N\) sites has an error that falls exponentially with \(N\), at a rate close to \(2\eta/E_+\) per site when \(E_-\ll\omega\ll E_+\).

The assumptions are filled, spin-paired bands, a real local crystal potential (hence time-reversal symmetry) and the random-phase approximation: the induced Hartree potential is kept and exchange-correlation response is left out. Formulas are in atomic units. The worked example is a two-dimensional layer with \(v(Q)=2\pi/Q\); in three dimensions \(v(Q)=4\pi/Q^2\), and the algebra is unchanged.

## The naive scheme and its first repair

The direct route builds the independent-electron response matrix \(\chi^0_{GG'}(q,z)\) as a sum over pairs of occupied and empty states, then solves \(\chi=\chi^0+\chi^0v\chi\). It needs every empty state of the basis, and the sum and the matrix solution are repeated at each frequency.

The empty states enter only through the first-order change of the occupied orbitals, which obeys a differential equation. Let the total perturbation be \(V'(r)e^{iq\cdot r}e^{-izt}\) plus its conjugate, with \(V'\) cell-periodic. Collecting terms of equal time dependence in the Schrödinger equation gives a resonant part \(x\), at wavevector \(k+q\), and an antiresonant part at \(k-q\). Complex conjugation turns the latter into an orbital at \(-k+q\). Time reversal gives \(u_{-k}=u_k^*\) and \(\varepsilon_{-k}=\varepsilon_k\), so relabelling \(-k\) as \(k\) brings it to \(k+q\) as well; call it \(y\). Then

\[
(D-z)\,x=-PV'u,\qquad (D+z)\,y=-PV'u,\qquad D=H_{k+q}-\varepsilon_{vk}.
\]

The operator \(P=1-\sum_{v'}|u_{v',k+q}\rangle\langle u_{v',k+q}|\) removes occupied components. They may be dropped because a first-order rotation among filled orbitals leaves the density unchanged. \(P\) is built from occupied orbitals alone.

With \(N_k\) points, cell area \(\Omega\), and orbitals normalized by \(\Omega^{-1}\int_{\rm cell}|u|^2=1\), the induced density has components

\[
n'(G)=\frac{2}{N_k\Omega}\,\langle e^{iG\cdot r}u\,|\,x+y\rangle ,
\]

where the factor 2 is spin and the bracket includes the sum over \(v\) and \(k\). For a probe of unit amplitude, \(V'=1+\sum_G v(q+G)\,n'(G)\,e^{iG\cdot r}\), and \(\chi(q,q;z)=n'(0)\). The total potential at \(G=0\) per unit probe is the inverse dielectric function, \(\varepsilon^{-1}=1+v(q)\chi\), so the loss is \(-v(q)\,\mathrm{Im}\,\chi\).

The empty states are gone, but a linear system must still be solved at each \(z\), and it is nearly singular when \(\eta\) is small.

## One recursion for all frequencies

To isolate \(z\), set \(s=x+y\) and \(d=x-y\). Subtracting the two equations gives \(Dd-zs=0\); adding them gives \(Ds-zd=-2PV'u\). Insert \(V'\) and define

\[
f=Pu,\qquad F_G=Pe^{iG\cdot r}u,\qquad
K=\frac{4}{N_k\Omega}\sum_G |F_G\rangle\, v(q+G)\,\langle F_G| .
\]

The factor 4 is the 2 of \(2PV'u\) times the 2 of spin. With \(M=D+K\),

\[
zs=Dd,\qquad zd=Ms+2f,
\]

or

\[
(z-L)\begin{pmatrix}s\\ d\end{pmatrix}=\begin{pmatrix}0\\2f\end{pmatrix},\qquad
L=\begin{pmatrix}0&D\\ M&0\end{pmatrix}.
\]

\(L\) does not depend on frequency, so a basis made by applying \(L\) repeatedly to \((0,f)\) serves every \(z\). But \(L\) is not Hermitian in the usual inner product. A two-sided Lanczos recursion would handle that, at the price of a second set of vectors and possible divisions by vanishing overlaps. A better inner product avoids both:

\[
\big((a,b),(a',b')\big)=\langle a|M|a'\rangle+\langle b|D|b'\rangle .
\]

In it, \(L\) has matrix elements \(\langle a|MD|b'\rangle+\langle b|DM|a'\rangle\). Exchanging the two vectors and conjugating reproduces this expression, so \(L\) is self-adjoint. The product is positive because \(D\geq E_->0\) on the empty space and \(K\geq0\) for a repulsive \(v\). If an attractive exchange-correlation kernel is added to \(K\), positivity of \(M\) has to be checked. Where it is lost, some \(b_j^2\) can become negative and a norm can vanish, so real coefficients, a safe recursion and the error bound below are no longer guaranteed.

Start from \(w=(0,f)\), whose squared norm is \(\langle f|D|f\rangle\). The normalized vectors \(q_j\) follow from

\[
b_j\,q_{j+1}=Lq_j-b_{j-1}q_{j-1}.
\]

There is no diagonal term, because \(L\) moves a vector from one block to the other and the blocks are orthogonal. A step costs one operator application: if the new unnormalized vector is \(r\) in the upper block, \(Mr\) supplies both its norm \(\langle r|Mr\rangle\) and the next image under \(L\). In the lower block \(Dr\) does the same.

The response needs \(\langle f|s\rangle\). Since \(zs=Dd\),

\[
\langle f|s\rangle=\frac1z\langle f|D|d\rangle=\frac1z\big(w,(z-L)^{-1}2w\big),
\]

and therefore

\[
\chi=\frac{2}{N_k\Omega}\langle f|s\rangle=S_1\frac{g(z)}{z},\qquad S_1=\frac{4\langle f|D|f\rangle}{N_k\Omega},
\]

where \(g\) is the first diagonal element of \((z-T)^{-1}\) and \(T\) is the tridiagonal matrix of the \(b_j\). Eliminating all sites but the first gives \(g=1/(z-b_1^2g^{(1)})\), with \(g^{(1)}\) the same quantity for the chain without its first site. Repetition produces the continued fraction.

The prefactor has a known value. In \(\langle f|D|f\rangle\) the projector may be dropped: the terms between filled states are \(|\langle v',k+q|e^{iq\cdot r}|v,k\rangle|^2(\varepsilon_{v',k+q}-\varepsilon_{vk})\), and time reversal pairs each with one of opposite sign. For a local potential \(e^{-iq\cdot r}He^{iq\cdot r}=H+q\cdot p+q^2/2\), and \(q\cdot p\) cancels between \(k\) and \(-k\). Each filled orbital leaves \(q^2/2\), so with \(N_v\) filled bands \(S_1=2N_vq^2/\Omega=nq^2\). This is the f-sum rule. A nonlocal pseudopotential would change it.

## Why the chain must have even length

The spectrum of \(T\) is symmetric about zero. For even \(N\) without a zero eigenvalue, pairing \(\pm\omega_j\) gives

\[
\frac{g_N(z)}{z}=\sum_j\frac{w_j}{z^2-\omega_j^2},\qquad w_j>0,\quad\sum_jw_j=1 .
\]

The shortest case, \(N=2\), is \(1/(z^2-b_1^2)\): all the weight sits in one mode at \(b_1\), and \(b_1^2\) is the mean of \(\omega^2\) over the exact weights.

For odd \(N\) there is a zero mode. Its amplitudes vanish on even sites and obey \(\phi_{j+1}=-(b_{j-1}/b_j)\phi_{j-1}\) for even \(j\). It adds \(w_0/z^2\) to \(g_N/z\), a static divergence that the crystal does not have, since positive \(D\) and \(M\) leave \(L\) no zero eigenvalue. Even \(N\) is used from here on.

## Where the coefficients go

Suppose the bonds approach alternating values \(b_o\) (odd) and \(b_e\) (even). A Bloch wave on this chain, with phase \(\theta\) per pair of sites, has

\[
\omega^2=|b_o+b_ee^{i\theta}|^2=b_o^2+b_e^2+2b_ob_e\cos\theta ,
\]

so the band edges are \(E_+=b_o+b_e\) and \(E_-=|b_o-b_e|\). The order of the two follows from the zero mode. If \(b_o<b_e\), its amplitude would shrink by \(b_o/b_e\) per pair along the infinite chain, and \(L\) would have a normalizable zero mode. That is excluded, so \(b_o>b_e\), which gives the limits stated at the start. As the gap closes, both tend to \(E_+/2\). Partly filled orbitals are outside the derivation given here.

\(E_+\) has little to do with the loss spectrum. It is the largest pair energy of the basis, set mainly by the plane-wave cutoff. On an infinite \(k\) mesh the edges are those of the independent pairs, because \(K\) has finite rank for a finite number of density waves and cannot move the continuum; it can add isolated modes. Gaps inside the pair spectrum, or a chain long enough to resolve a finite mesh, spoil the simple pattern.

## Truncation error and the role of broadening

In the variable \(X=\omega^2\), the even chain is a Gauss quadrature: its \(N/2\) nodes reproduce the moments of the exact weights up to degree \(N-1\), because \(N\) Lanczos sites reproduce the moments of \(L\) through order \(2N-1\). The error thus depends on how well a polynomial of that degree represents \(1/(z^2-X)\).

Let the weights lie in \([X_-,X_+]\), with midpoint \(m\) and half-width \(c\). Put \(X=m+c\xi\), \(\zeta=(z^2-m)/c\) and \(h=\zeta-\sqrt{\zeta^2-1}\), with the root chosen so that \(|h|=1/\rho<1\). Then \(\zeta=(h+1/h)/2\). Summing a geometric series with \(\xi=\cos\varphi\),

\[
1+2\sum_{k\ge1}h^kT_k(\xi)=\frac{1-h^2}{1-2h\xi+h^2}=\frac{\sqrt{\zeta^2-1}}{\zeta-\xi},
\]

where \(T_k(\cos\varphi)=\cos k\varphi\), and the last step uses \(1-2h\xi+h^2=2h(\zeta-\xi)\) and \((1-h^2)/2h=\sqrt{\zeta^2-1}\). Terms with \(k\le N-1\) agree between chain and crystal. In the rest \(|T_k|\le1\), and each of the two sets of weights has total 1, so

\[
\left|\frac{g_N-g}{z}\right|\le\frac{4\,\rho^{-N}}{c\,|\sqrt{\zeta^2-1}|\,(1-1/\rho)} .
\]

A safe interval is \(X_-=E_-^2\) and \(X_+=E_+^2+E_+\|K\|\), because \(L^2\) has the spectrum of \(D^{1/2}(D+K)D^{1/2}\).

For small \(\eta\) inside the band, \(z^2\approx\omega^2+2i\omega\eta\). With \(\zeta=\cos\theta\), the imaginary part of \(\theta\) has size \(2\omega\eta/(c|\sin\theta|)\), and \(c^2\sin^2\theta=c^2-(\omega^2-m)^2\). Taking the pair edges,

\[
\ln\rho\simeq\frac{2\omega\eta}{\sqrt{(E_+^2-\omega^2)(\omega^2-E_-^2)}}\;\approx\;\frac{2\eta}{E_+}\quad(E_-\ll\omega\ll E_+).
\]

The number of sites for a relative error \(\tau\) is then roughly \((E_+/2\eta)\ln(1/\tau)\), up to prefactors inside the logarithm. Halving \(\eta\), or doubling \(E_+\) through the cutoff, doubles the chain.

## Extrapolating the chain

Cutting the chain replaces a continuum by poles, which appear as false peaks once \(\eta\) is clearly below their spacing. Since the later coefficients are nearly known, the missing part can be replaced by an infinite periodic tail. After an even number of sites the next bond is \(b_e\), so the last denominator becomes \(z-b_e^2t\), where \(t\) belongs to a chain that begins with \(b_o\):

\[
t=\cfrac{1}{z-\cfrac{b_o^2}{z-b_e^2t}}
\;\Rightarrow\;
z\,b_e^2t^2-(z^2-b_o^2+b_e^2)\,t+z=0 .
\]

The product of the roots is \(1/b_e^2\), a positive number, so their imaginary parts have opposite signs. The diagonal element of a resolvent has \(\mathrm{Im}\,t<0\) for \(\eta>0\), which selects the root. The limits \(b_o,b_e\) are taken as geometric means over the second half of the computed bonds; the ratio \(b_o/b_e\) governs the zero-energy amplitude, and the product sets the width of the band in \(\omega^2\), \(E_+^2-E_-^2=4b_ob_e\).

## A model layer

The square layer has lattice constant 4 Å, two electrons per cell and the potential \(-V_0(\cos \beta x+\cos \beta y)-V_1\cos \beta x\cos \beta y\), with \(\beta=2\pi/a\), \(V_0=5\) eV and \(V_1=4\) eV. These are round model values. The cutoff is 100 eV, the mesh \(32\times32\), \(K\) contains 21 density waves, and \(q=\beta/4=0.393\) Å\(^{-1}\) along \(x\). Spectra are evaluated from 2 to 40 eV in steps of 0.05 eV; maximum errors and total variations refer to this grid. The computed values are collected in the numerical output.

The sum-rule ratio \(S_1/nq^2\) is 1.0001. At ten energies and \(\eta=0.5\) eV, the 1600-site chain agrees with the explicit sum over all empty states to \(3\times10^{-7}\) in the loss, whose peak is 0.565. That sum treats \(k+q\) and \(k-q\) separately, so the comparison also tests the merging of the two, though in this crystal inversion symmetry relates them as well.

**Static limit.** Here \(\sqrt{v\,nq^2}=5.82\) eV and \(b_1=17.52\) eV (17.51 eV with a 200 eV cutoff). The two-site chain gives \(\varepsilon^{-1}(q,0)=1-(5.82/17.52)^2=0.890\); the converged value is 0.808. The sign of the error is general, since the mean of \(1/\omega^2\) is at least the inverse of the mean of \(\omega^2\). Forty sites give 0.8085. Forty-one sites, evaluated at \(z=0.01i\) eV, give \(-844\). The zero-mode weight follows from \(5.82^2\,w_0/0.01^2\approx845\), so \(w_0\approx0.0025\): a small weight, ruinous at low frequency.

**Coefficients.** The pair energies run from 6.35 to 104.86 eV, which predicts \(b_o=55.6\) and \(b_e=49.3\) eV. Bonds 400 to 799 have geometric means 55.4 and 49.0 eV, with a scatter near 1 %. The first bonds are far from this pattern (17.5, 19.7, 43.5 eV).

**Chain length.** At 12.95 eV and \(\eta=1\) eV the formula gives

\[
\ln\rho\simeq\frac{2(12.95)(1)}{\sqrt{(104.86^2-12.95^2)(12.95^2-6.35^2)}}=0.022,
\]

and the measured decay per site is also 0.022. The rigorous bound holds in all tested cases; at \(\eta=0.5\) eV the error reaches at most a tenth of it. Lengths for a maximum error of 1 % of the peak, scanned in steps of 20, are:

| \(\eta\) (eV) | truncated | extrapolated |
|---|---|---|
| 2.0 | 120 | 80 |
| 1.0 | 220 | 140 |
| 0.5 | 440 | 240 |

The truncated lengths follow \(1/\eta\) closely. With 200 sites at \(\eta=0.5\) eV, the tail reduces the maximum error from 13 % to 1.6 % of the peak.

**Broadening and mesh.** As \(\eta\) goes from 2 to 1 to 0.5 eV, the peak moves from 13.1 to 12.95 to 12.85 eV and rises from 0.285 to 0.406 to 0.565. The height is still growing, so it is a property of the chosen broadening as much as of the layer. Changing the mesh from \(16\times16\) to \(32\times32\) alters the loss by at most 0.007 %, 0.2 % and 2 % of the peak, respectively. At the smallest of these broadenings the coarser mesh is thus a larger source of error than a chain converged to 1 %.

At \(\eta=0.05\) eV and 400 sites, the total variation of the loss curve is 43 for the truncated chain and 3.8 for the extrapolated one. The tail removes most of the false structure, but the result is not yet converged: the exact curve on the same mesh has a total variation near 10, since it resolves the mesh levels, and the extrapolated curve still differs from a \(96\times96\) result by about 10 % of the peak. It cannot supply missing \(k\) points, and the smoother curve is no evidence of mesh convergence. An extrapolated chain that is too short also blurs the levels of a finite mesh and can make the mesh look converged too early; a short truncated chain errs the other way here, since its false peaks fall differently on the two meshes. A sound order is to choose \(\eta\), lengthen the chain until the extrapolated spectrum is stable at that \(\eta\), and then refine the mesh with a chain of at least that length.

**Local fields.** Keeping only the density wave \(G=0\) in \(K\) lowers the loss at the 12.85 eV peak from 0.565 to 0.191, while 13 and 21 waves differ by about 0.1 % at that energy and by up to 0.5 % of the peak over the grid. Since \(S_1\) does not contain \(K\), the integral of \(\omega\) times the loss is the same with and without local fields as \(\eta\to0\). The weight missing at this energy therefore lies elsewhere in the spectrum: with \(G=0\) alone the main peak sits lower, at 11.1 eV, with height 1.13 at \(\eta=0.5\) eV.

## Values computed for the example and the checks

```
lattice constant 4.0 angstrom; V0 5.0 eV; V1 4.0 eV
plane-wave cutoff 100 eV; k mesh 32 x 32
q = 0.3927 1/angstrom = 0.2078 1/bohr
density waves kept: 21; longest chain: 1600 sites
plane waves per k point, at most: 37
indirect gap of the bands on the mesh: 6.182 eV
pair energies at this q: Emin 6.349 eV, Emax 104.864 eV
S1/(n q^2), f-sum rule ratio: 1.000102
sqrt(v n q^2), free-layer plasmon energy: 5.817 eV
b1..b8 (eV): 17.52 19.67 43.51 48.32 60.92 49.06 55.56 45.99
b401..b406 (eV): 55.59 49.48 55.09 48.88 55.25 48.54
geometric means, bonds 400-799: odd 55.351 eV, even 48.998 eV
their sum 104.349 eV, difference 6.352 eV
relative scatter of the two sets: 0.0084 (odd), 0.0103 (even)
energy (eV) | loss by chain | loss by empty-state sum, eta 0.5 eV
    4.0  0.009481  0.009481
    6.0  0.032538  0.032538
    8.0  0.237809  0.237809
   10.0  0.267864  0.267864
   12.0  0.284965  0.284965
   15.0  0.273958  0.273958
   20.0  0.082475  0.082475
   25.0  0.030905  0.030905
   30.0  0.014218  0.014218
   38.0  0.003855  0.003855
largest difference of the two: 2.7e-07
eta 2.0 eV: loss peak 0.2850 at 13.10 eV
eta 1.0 eV: loss peak 0.4058 at 12.95 eV
eta 0.5 eV: loss peak 0.5650 at 12.85 eV
loss at the eta 0.5 eV peak with 1 density waves: 0.19094
loss at the eta 0.5 eV peak with 13 density waves: 0.56567
loss at the eta 0.5 eV peak with 21 density waves: 0.56496
static 1/eps: chain 0.808005, empty-state sum 0.808005
same at z = 0.01i eV: 40 sites 0.80846, 41 sites -844.486
norm of K: 29.331 eV
largest error/bound ratio, eta 0.5 eV: 0.100
decay per site at 12.95 eV, eta 1 eV: measured 0.02229, theory 0.02202
eta 2.0 eV: sites for 1 % error: 120 truncated, 80 extrapolated
eta 1.0 eV: sites for 1 % error: 220 truncated, 140 extrapolated
eta 0.5 eV: sites for 1 % error: 440 truncated, 240 extrapolated
200 sites, eta 0.5 eV, max error/peak: 0.1280 truncated, 0.0161 extrapolated
400 sites, eta 0.05 eV, total variation of loss: 42.76 truncated, 3.79 extrapolated
eta 2.0 eV: max change/peak, 16 x 16 against 32 x 32 mesh: 0.00007
eta 1.0 eV: max change/peak, 16 x 16 against 32 x 32 mesh: 0.00218
eta 0.5 eV: max change/peak, 16 x 16 against 32 x 32 mesh: 0.01999
```
